**Cyclotron mass of the square-lattice band: orbits, areas and lattice levels**

For $E(\mathbf k)=-2t(\cos k_xa+\cos k_ya)$ the signed cyclotron mass is $m_c=-\operatorname{sgn}(E)\,K/(\pi ta^2)$ in atomic units, where $t$ is the hopping, $a$ the lattice spacing and $K$ the complete elliptic integral of modulus $\sqrt{1-(E/4t)^2}$. The program integrates the equations of motion at ten energies and asserts that the period and the sense of circulation agree with this formula. It also asserts agreement with the energy derivative of the enclosed area at four energies, and with the band curvature at the bottom. Further assertions cover the bounds that give the logarithm, and the growth of the time spent near the saddle points while the time elsewhere stays finite. For $t=0.5$ eV and $a=4$ Å, the output shows the mass rising from $0.489\,m_e$ at $-1.9$ eV to $2.725\,m_e$ at $-0.001$ eV, with opposite signs at the opposite energies. Diagonalization of the lattice Hamiltonian with flux $1/201$ of a flux quantum per cell gives a level spacing of $0.0228$ eV near $-1$ eV, equal to $B/m_c$ at the printed precision. At $E=0$ the same calculation gives a band whose width is 86% of the distance to the next level.

## Check in Python

```python
"""Signed cyclotron mass of the square-lattice band
    E(k) = -2 t (cos kx a + cos ky a),
    m_c(E) = -sgn(E) K / (pi t a^2),  K = complete elliptic integral with
    modulus sqrt(1 - u^2),  u = |E| / (4 t),
and its limit |m_c| -> ln(16 t/|E|) / (pi t a^2) at the van Hove energy E = 0.
t: hopping, a: lattice spacing, B: field along +z, electron charge -1.
Positive m_c means counterclockwise circulation seen from +z.
omega0 = 2 t a^2 B is the cyclotron frequency at the band bottom.
Internal units are atomic units; printed units are eV, angstrom and m_e.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import ellipj, ellipkm1

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10

t_ev, a_ang, omega0_ev = 0.5, 4.0, 0.001
t, a, omega0 = t_ev / HARTREE, a_ang / BOHR, omega0_ev / HARTREE
B = omega0 / (2 * t * a**2)
mass_unit = 1 / (np.pi * t * a**2)


def band(kx, ky):
    return -2 * t * (np.cos(kx * a) + np.cos(ky * a))


def velocity(kx, ky):
    """Gradient of the band by complex-step differentiation."""
    h = 1e-30
    return band(kx + 1j * h, ky).imag / h, band(kx, ky + 1j * h).imag / h


def elliptic_K(energy):
    return ellipkm1((energy / (4 * t))**2)


def cyclotron_mass(energy):
    return -np.sign(energy) * mass_unit * elliptic_K(energy)


def follow_orbit(energy):
    """Integrate k, r and the winding angle through one revolution."""
    u = abs(energy) / (4 * t)
    centre = 0.0 if energy < 0 else np.pi / a
    d0 = np.arccos(u) / a

    def rhs(time, s):
        vx, vy = velocity(s[0], s[1])
        kdotx, kdoty = -B * vy, B * vx
        dx, dy = s[0] - centre, s[1] - centre
        turning = (dx * kdoty - dy * kdotx) / (dx**2 + dy**2)
        return [kdotx, kdoty, vx, vy, turning]

    def full_turn(time, s):
        return abs(s[4]) - 2 * np.pi
    full_turn.terminal = True

    run = solve_ivp(rhs, (0, 200 / omega0),
                    [centre + d0, centre - d0, 0, 0, 0], method="DOP853",
                    rtol=1e-11, atol=[1e-13, 1e-13, 1e-7, 1e-7, 1e-11],
                    events=full_turn, dense_output=True)
    assert len(run.t_events[0]) == 1
    period = run.t_events[0][0]
    return period, np.sign(run.y[4, -1]), centre, run.sol


def polygon_area(x, y):
    return 0.5 * np.sum(x * np.roll(y, -1) - y * np.roll(x, -1))


# Masses and circulation from the equations of motion
energies_ev = [-1.9, -1.0, -0.1, -0.01, -0.001, 0.001, 0.01, 0.1, 1.0, 1.9]
rows = []
for e_ev in energies_ev:
    energy = e_ev / HARTREE
    period, sense, centre, sol = follow_orbit(energy)
    mass_orbit = sense * B * period / (2 * np.pi)
    mass = cyclotron_mass(energy)
    assert abs(mass_orbit / mass - 1) < 1e-6
    times = np.linspace(0, period, 1200, endpoint=False)
    kx, ky, x, y, _ = sol(times)
    # closed-form orbit in Jacobi functions, run backwards for holes
    modulus2 = 1 - (energy / (4 * t))**2
    sn, cn, dn, _ = ellipj(-np.sign(energy) * omega0 * times, modulus2)
    p = np.arcsin(np.sqrt(modulus2) * sn)
    q = np.arcsin(np.clip(np.sqrt(modulus2) * cn / dn, -1, 1))
    assert np.max(np.abs((kx - centre) * a - (p + q))) < 1e-5
    assert np.max(np.abs((ky - centre) * a - (p - q))) < 1e-5
    # real-space orbit: same sense, area scaled by 1/B^2
    area_k, area_r = polygon_area(kx, ky), polygon_area(x, y)
    assert np.sign(area_r) == sense
    assert abs(area_r * B**2 / area_k - 1) < 1e-6
    log_mass = -np.sign(e_ev) * mass_unit * np.log(16 * t_ev / abs(e_ev))
    rows.append((e_ev, elliptic_K(energy), mass, mass_orbit, log_mass,
                 omega0_ev * np.pi / (2 * elliptic_K(energy))))


# Mass from the energy derivative of the enclosed area
def enclosed_area(energy):
    g = -energy / (2 * t)
    edge = np.arccos(g - 1 if energy < 0 else g + 1)

    def half_height(x):
        return np.arccos(np.clip(g - np.cos(x), -1, 1))
    occupied = 4 * sum(quad(half_height, lo, hi, epsabs=1e-11, limit=200)[0]
                       for lo, hi in ((0, edge), (edge, np.pi)))
    return (occupied if energy < 0 else 4 * np.pi**2 - occupied) / a**2


area_rows = []
for e_ev in (-1.0, -0.1, 0.1, 1.0):
    energy, h = e_ev / HARTREE, 1e-3 * t
    slope = (enclosed_area(energy + h) - enclosed_area(energy - h)) / (2 * h)
    mass_area = slope / (2 * np.pi)
    assert abs(mass_area / cyclotron_mass(energy) - 1) < 1e-5
    area_rows.append((e_ev, enclosed_area(energy) / BOHR**2, mass_area))


# Curvatures at the band bottom and at a saddle point
def curvatures(kx, ky):
    h = 1e-3 / a
    e0 = band(kx, ky)
    return ((band(kx + h, ky) - 2 * e0 + band(kx - h, ky)) / h**2,
            (band(kx, ky + h) - 2 * e0 + band(kx, ky - h)) / h**2)


bottom_mass = 1 / curvatures(0.0, 0.0)[0]
assert abs(cyclotron_mass(-4 * t * (1 - 1e-9)) / bottom_mass - 1) < 1e-5
saddle_x, saddle_y = curvatures(np.pi / a, 0.0)
assert abs(saddle_x * bottom_mass + 1) < 1e-5
assert abs(saddle_y * bottom_mass - 1) < 1e-5


# Time near and away from a saddle, in units of 1/omega0
def passage_times(u, radius=0.5):
    """Quarter orbit split by distance (times a) from its saddle point."""
    scale = 2 * np.sqrt(u)

    def rate(s):
        y = scale * np.sinh(s)
        one_minus_cos = 2 * np.sin(y / 2)**2
        sin_x = np.sqrt((2 - 2 * u - one_minus_cos)
                        * (2 * u + one_minus_cos))
        return scale * np.cosh(s) / sin_x

    def distance(y):
        return np.hypot(np.pi - np.arccos(2 * u - np.cos(y)), y) - radius
    s_cut = np.arcsinh(brentq(distance, 0, 1) / scale)
    s_end = np.arcsinh(np.arccos(u) / scale)
    near = 2 * quad(rate, 0, s_cut, epsabs=1e-11)[0]
    away = 2 * quad(rate, s_cut, s_end, epsabs=1e-11)[0]
    return near, away


u_values = (1e-4, 1e-6)
passages = [passage_times(u) for u in u_values]
near_growth = passages[1][0] - passages[0][0]
away_growth = passages[1][1] - passages[0][1]
assert abs(near_growth - np.log(u_values[0] / u_values[1])) < 5e-3
assert abs(away_growth) < 5e-3
for u, (near, away) in zip(u_values, passages):
    assert abs(near + away - np.log(4 / u)) < 10 * u * np.log(4 / u)
for u in (0.5, 0.1, 1e-2, 1e-3):
    K_sum = quad(lambda th: 1 / np.sqrt(np.cos(th)**2 + (u * np.sin(th))**2),
                 0, np.pi / 2, epsabs=1e-10, limit=300)[0]
    upper = 2 * np.arcsinh(1 / np.sqrt(u))
    assert upper / np.sqrt(1 + u) < K_sum < upper

# Quantum levels of the lattice with flux 1/cells per unit cell
cells = 201


def lattice_levels(ky_a, boundary_sign):
    n = np.arange(cells)
    H = np.diag(-2 * t_ev * np.cos(ky_a + 2 * np.pi * n / cells))
    H[n[:-1], n[1:]] = H[n[1:], n[:-1]] = -t_ev
    H[0, -1] = H[-1, 0] = -t_ev * boundary_sign
    return np.linalg.eigvalsh(H)


edge_a = lattice_levels(0.0, 1)
edge_b = lattice_levels(np.pi / cells, -1)
level, width = (edge_a + edge_b) / 2, np.abs(edge_a - edge_b)
gap, middle = np.diff(level), (level[1:] + level[:-1]) / 2
deep = np.argmin(np.abs(middle + 1.0))
field_q = 2 * np.pi / (cells * a**2)
gap_formula = HARTREE * field_q / cyclotron_mass(middle[deep] / HARTREE)
assert abs(gap[deep] / gap_formula - 1) < 1e-3
assert width[deep] < 1e-6 * gap[deep]
centre_band = cells // 2
assert width[centre_band] > 0.3 * gap[centre_band]

print(f"hopping t = {t_ev:.3f} eV")
print(f"lattice spacing a = {a_ang:.3f} angstrom")
print(f"band-bottom cyclotron energy omega0 = {omega0_ev:.4f} eV")
print(f"magnetic length 1/sqrt(B) = {BOHR / np.sqrt(B):.2f} angstrom")
print(f"mass prefactor 1/(pi t a^2) = {mass_unit:.5f} m_e")
print(f"band-bottom mass from curvature = {bottom_mass:.5f} m_e")
print(f"saddle curvature along x times bottom mass = "
      f"{saddle_x * bottom_mass:.5f}")
print(f"saddle curvature along y times bottom mass = "
      f"{saddle_y * bottom_mass:.5f}")
print(f"log-law mass gain per decade of |E| = "
      f"{mass_unit * np.log(10):.5f} m_e")
print("E (eV) | K | m_c formula (m_e) | m_c orbit (m_e) | "
      "log law (m_e) | |omega_c| (eV)")
for e_ev, K, mass, mass_orbit, log_mass, w in rows:
    print(f"{e_ev:+.3f} | {K:.5f} | {mass:+.5f} | {mass_orbit:+.5f} | "
          f"{log_mass:+.5f} | {w:.4e}")
print("E (eV) | enclosed area (1/angstrom^2) | m_c from area slope (m_e)")
for e_ev, area, mass_area in area_rows:
    print(f"{e_ev:+.3f} | {area:.5f} | {mass_area:+.5f}")
print("Quarter-orbit times in 1/omega0, saddle disc radius 0.5/a")
for u, (near, away) in zip(u_values, passages):
    print(f"u = {u:.0e}: near saddle {near:.4f}, away {away:.4f}")
print(f"growth near saddle = {near_growth:.4f}, away = {away_growth:.5f}")
print(f"lattice check: flux per cell = 1/{cells} flux quantum")
print(f"mean energy of level pair = {middle[deep]:.5f} eV")
print(f"level spacing, diagonalization = {gap[deep]:.6f} eV")
print(f"level spacing, B/m_c = {gap_formula:.6f} eV")
print(f"central band width = {width[centre_band]:.6f} eV")
print(f"central level spacing = {gap[centre_band]:.6f} eV")
print(f"central width/spacing = "
      f"{width[centre_band] / gap[centre_band]:.4f}")
print("no test failed")
```

It prints:

```
hopping t = 0.500 eV
lattice spacing a = 4.000 angstrom
band-bottom cyclotron energy omega0 = 0.0010 eV
magnetic length 1/sqrt(B) = 126.49 angstrom
mass prefactor 1/(pi t a^2) = 0.30319 m_e
band-bottom mass from curvature = 0.47625 m_e
saddle curvature along x times bottom mass = -1.00000
saddle curvature along y times bottom mass = 1.00000
log-law mass gain per decade of |E| = 0.69812 m_e
E (eV) | K | m_c formula (m_e) | m_c orbit (m_e) | log law (m_e) | |omega_c| (eV)
-1.900 | 1.61134 | +0.48854 | +0.48854 | +0.43586 | 9.7484e-04
-1.000 | 2.15652 | +0.65383 | +0.65383 | +0.63046 | 7.2840e-04
-0.100 | 4.38414 | +1.32922 | +1.32922 | +1.32858 | 3.5829e-04
-0.010 | 6.68465 | +2.02671 | +2.02671 | +2.02670 | 2.3499e-04
-0.001 | 8.98720 | +2.72482 | +2.72482 | +2.72482 | 1.7478e-04
+0.001 | 8.98720 | -2.72482 | -2.72482 | -2.72482 | 1.7478e-04
+0.010 | 6.68465 | -2.02671 | -2.02671 | -2.02670 | 2.3499e-04
+0.100 | 4.38414 | -1.32922 | -1.32922 | -1.32858 | 3.5829e-04
+1.000 | 2.15652 | -0.65383 | -0.65383 | -0.63046 | 7.2840e-04
+1.900 | 1.61134 | -0.48854 | -0.48854 | -0.43586 | 9.7484e-04
E (eV) | enclosed area (1/angstrom^2) | m_c from area slope (m_e)
-1.000 | 0.45593 | +0.65383
-0.100 | 1.09913 | +1.32922
+0.100 | 1.09913 | -1.32922
+1.000 | 0.45593 | -0.65383
Quarter-orbit times in 1/omega0, saddle disc radius 0.5/a
u = 1e-04: near saddle 7.1519, away 3.4448
u = 1e-06: near saddle 11.7571, away 3.4447
growth near saddle = 4.6052, away = -0.00000
lattice check: flux per cell = 1/201 flux quantum
mean energy of level pair = -1.00327 eV
level spacing, diagonalization = 0.022800 eV
level spacing, B/m_c = 0.022800 eV
central band width = 0.005432 eV
central level spacing = 0.006281 eV
central width/spacing = 0.8649
no test failed
```
